# The fundamental frequency of a circular membrane under tensile stress: a program that tests the result

```python
# Result under test: the fundamental frequency of a tensioned circular membrane,
#   f = j / (2 pi a) * sqrt(sigma / rho),   j = first zero of the Bessel function J0,
# a = radius, sigma = uniform biaxial tensile stress, rho = film density.
# Assumed: rigid frame, vacuum, small deflection, negligible bending stiffness.
# The program also sizes bending, temperature, amplitude and gas effects.
import math
import numpy as np
from numpy.polynomial import legendre, polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, j1

# Inputs in SI units
radius = 0.5e-3
stress = 1.0e9
density = 3100.0
thickness = 100e-9
young = 250e9
poisson = 0.25
mismatch = 1e-6          # difference of thermal expansion, per kelvin
temperature_step = 10.0
amplitude = 100e-9
temperature = 300.0
air_molar_mass = 0.02897
air_heat_ratio = 1.4
molecule_diameter = 0.37e-9
low_pressure = 1e-3 * const.torr


def series_terms(order, x, count=16):
    """Terms of the power series of J0 or J1."""
    return [(-1)**k * (x / 2)**(2*k + order)
            / (math.factorial(k) * math.factorial(k + order))
            for k in range(count)]


# First zeros from the power series
zero = brentq(lambda x: sum(series_terms(0, x)), 2, 3, xtol=1e-13)
zero_next = brentq(lambda x: sum(series_terms(1, x)), 3, 4.5, xtol=1e-13)
start = 2.4
j0_start = sum(series_terms(0, start))
j1_start = sum(series_terms(1, start))
newton = start + j0_start / j1_start
assert abs(newton - zero) < 1e-5

speed = math.sqrt(stress / density)
frequency = zero * speed / (2 * math.pi * radius)
frequency_next = zero_next * speed / (2 * math.pi * radius)
omega = 2 * math.pi * frequency


def disc_frequencies(max_degree):
    """Energy method in two dimensions with polynomials vanishing at the edge."""
    node, weight = legendre.leggauss(24)
    r = (node + 1) / 2
    angle = 2 * math.pi * np.arange(48) / 48
    x = np.outer(r, np.cos(angle)).ravel()
    y = np.outer(r, np.sin(angle)).ravel()
    area = np.outer(r * weight / 2, np.full(48, 2 * math.pi / 48)).ravel()
    edge = 1 - x**2 - y**2
    shape, slope_x, slope_y = [], [], []
    for i in range(max_degree + 1):
        for k in range(max_degree + 1 - i):
            mono = x**i * y**k
            mono_x = i * x**max(i - 1, 0) * y**k
            mono_y = k * x**i * y**max(k - 1, 0)
            shape.append(edge * mono)
            slope_x.append(-2 * x * mono + edge * mono_x)
            slope_y.append(-2 * y * mono + edge * mono_y)
    shape, slope_x, slope_y = map(np.array, (shape, slope_x, slope_y))
    mass = density * radius**2 * (shape * area) @ shape.T
    stiff = stress * ((slope_x * area) @ slope_x.T + (slope_y * area) @ slope_y.T)
    inverse_square = eigh(mass, stiff, eigvals_only=True)[::-1]
    return 1 / (2 * math.pi * np.sqrt(inverse_square[:3]))


ritz = disc_frequencies(8)
rayleigh = disc_frequencies(0)[0]
assert abs(ritz[0] / frequency - 1) < 1e-7
assert np.all(abs(ritz[1:] / frequency_next - 1) < 1e-5)
assert abs((2 * math.pi * rayleigh * radius / speed)**2 - 6) < 1e-9
assert round(frequency / 1e3) == 435

# Added area of the deflected surface against its quadratic approximation
small = 0.01
def slope(x):
    return -small * zero * j1(zero * x)
area_exact = quad(lambda x: (math.sqrt(1 + slope(x)**2) - 1) * x, 0, 1)[0]
area_quadratic = quad(lambda x: slope(x)**2 * x / 2, 0, 1)[0]
assert abs(area_exact / area_quadratic - 1) < 1e-4


def clamped_root(edge_ratio, count=24):
    """Scaled frequency of a clamped tensioned plate, polynomials in s=(r/a)^2."""
    node, weight = legendre.leggauss(60)
    s = (node + 1) / 2
    shape, grad, lap = [], [], []
    for n in range(count):
        p = legendre.Legendre.basis(n, domain=[0, 1])
        p1, p2 = p.deriv(1)(s), p.deriv(2)(s)
        p0 = p(s)
        first = (1 - s)**2 * p1 - 2 * (1 - s) * p0
        second = (1 - s)**2 * p2 - 4 * (1 - s) * p1 + 2 * p0
        shape.append((1 - s)**2 * p0)
        grad.append(2 * np.sqrt(s) * first)
        lap.append(4 * (s * second + first))
    shape, grad, lap = map(np.array, (shape, grad, lap))
    mass = (shape * weight) @ shape.T
    stiff = (grad * weight) @ grad.T + edge_ratio**2 * (lap * weight) @ lap.T
    return 1 / math.sqrt(eigh(mass, stiff, eigvals_only=True)[-1])


# Bending: first-order law, with a remainder of second order
for ratio in (0.01, 0.02):
    assert abs(clamped_root(ratio) / zero - 1 - ratio) < 8 * ratio**2
bending = young * thickness**3 / (12 * (1 - poisson**2))
edge_width = math.sqrt(bending / (stress * thickness))
bending_shift = edge_width / radius

# Hooke's law for a film free to change thickness
compliance = np.array([[1, -poisson], [-poisson, 1]]) / young
biaxial = young / (1 - poisson)
plane_strain = young / (1 - poisson**2)
assert np.allclose(np.linalg.solve(compliance, [1, 1]), biaxial)
assert np.isclose(np.linalg.solve(compliance, [1, 0])[0], plane_strain)
stress_change = biaxial * mismatch * temperature_step
thermal_shift = stress_change / (2 * stress)
thermal_direct = math.sqrt(1 + stress_change / stress) - 1
assert abs(thermal_direct - thermal_shift) < thermal_shift**2

# Amplitude: ratio of cubic to linear restoring force, in-plane motion frozen
quartic = quad(lambda x: (zero * j1(zero * x))**4 * x, 0, 1)[0]
quadratic = quad(lambda x: (zero * j1(zero * x))**2 * x, 0, 1)[0]
shape_ratio = quartic / quadratic
cubic_ratio = plane_strain / (2 * stress) * shape_ratio * (amplitude / radius)**2
amplitude_shift = 3 * cubic_ratio / 8
test_ratio = 0.02
period = 4 * quad(lambda t: 1 / math.sqrt(1 + test_ratio * (1 + math.sin(t)**2) / 2),
                  0, math.pi / 2)[0]
assert abs(2 * math.pi / period - 1 - 3 * test_ratio / 8) < 0.1 * test_ratio**2

# Air at atmospheric pressure: plane-wave load on two faces against inertia
thermal_speed = math.sqrt(const.R * temperature / air_molar_mass)
air_density = const.atm / thermal_speed**2
sound_speed = math.sqrt(air_heat_ratio) * thermal_speed
inertia = density * thickness * omega
plane_load = 2 * air_density * sound_speed
air_ratio = plane_load / inertia
wave_number = omega * radius / sound_speed
def hankel(q):
    return quad(lambda x: j0(zero * x) * j0(q * x) * x, 0, 1)[0]
norm = quad(lambda x: j0(zero * x)**2 * x, 0, 1)[0]
radiation = wave_number**2 / norm * quad(
    lambda t: hankel(wave_number * math.sin(t))**2 * math.sin(t), 0, math.pi / 2)[0]
assert 0.7 < radiation < 1.5

# Thin gas: drag from specular impacts on a slowly moving plate
drag = 8 * low_pressure / (math.sqrt(2 * math.pi) * thermal_speed)
gas_density = low_pressure / thermal_speed**2
plate_speed = 5.0
def maxwell(v):
    return (math.exp(-v**2 / (2 * thermal_speed**2))
            / (math.sqrt(2 * math.pi) * thermal_speed))
def face_pressure(u):
    return 2 * gas_density * quad(lambda v: (v + u)**2 * maxwell(v),
                                  -u, 10 * thermal_speed, epsabs=0, epsrel=1e-11)[0]
drag_direct = (face_pressure(plate_speed) - face_pressure(-plate_speed)) / plate_speed
assert abs(drag_direct / drag - 1) < 1e-3
quality = inertia / drag
free_path = const.k * temperature / (
    math.sqrt(2) * math.pi * molecule_diameter**2 * low_pressure)
assert free_path > 10 * radius

print(f"radius: {radius*1e3:.1f} mm")
print(f"tensile stress: {stress/1e9:.1f} GPa")
print(f"film density: {density:.0f} kg/m^3")
print(f"thickness: {thickness*1e9:.0f} nm")
print(f"Young modulus: {young/1e9:.0f} GPa")
print(f"Poisson ratio: {poisson:.2f}")
print(f"wave speed: {speed:.2f} m/s")
print("J0 series terms at 2.4:", " ".join(f"{t:.6f}" for t in series_terms(0, start, 8)))
print("J1 series terms at 2.4:", " ".join(f"{t:.6f}" for t in series_terms(1, start, 8)))
print(f"J0(2.4): {j0_start:.6f}")
print(f"J1(2.4): {j1_start:.6f}")
print(f"zero after one Newton step: {newton:.6f}")
print(f"first zero of J0: {zero:.6f}")
print(f"first positive zero of J1: {zero_next:.6f}")
print(f"fundamental frequency, formula: {frequency/1e3:.3f} kHz")
print(f"fundamental frequency, 2D energy method: {ritz[0]/1e3:.3f} kHz")
print(f"next mode pair, formula: {frequency_next/1e3:.3f} kHz")
print(f"next mode pair, 2D energy method: {ritz[1]/1e3:.3f}, {ritz[2]/1e3:.3f} kHz")
print(f"one-term Rayleigh bound: {rayleigh/1e3:.3f} kHz")
print(f"Rayleigh excess: {100*(rayleigh/frequency-1):.2f} %")
print(f"bending edge width: {edge_width*1e9:.1f} nm")
print(f"bending relative shift: {100*bending_shift:.4f} %")
print(f"bending frequency shift: +{bending_shift*frequency/1e3:.3f} kHz")
print(f"expansion mismatch: {mismatch:.1e} per K")
print(f"temperature change: {temperature_step:.0f} K")
print(f"biaxial modulus: {biaxial/1e9:.1f} GPa")
print(f"thermal stress change, size: {stress_change/1e9:.5f} GPa")
print(f"thermal relative shift, size: {100*thermal_shift:.4f} %")
print(f"thermal frequency shift, size: {thermal_shift*frequency/1e3:.3f} kHz")
print(f"centre amplitude: {amplitude*1e9:.0f} nm")
print(f"amplitude shape ratio: {shape_ratio:.4f}")
print(f"amplitude relative shift, upper estimate: {100*amplitude_shift:.2e} %")
print(f"amplitude frequency shift, upper estimate: {amplitude_shift*frequency/1e3:.2e} kHz")
print(f"gas temperature: {temperature:.0f} K")
print(f"air molar mass: {air_molar_mass*1e3:.2f} g/mol")
print(f"atmospheric pressure: {const.atm/const.torr:.0f} Torr")
print(f"air density: {air_density:.3f} kg/m^3")
print(f"sound speed in air: {sound_speed:.1f} m/s")
print(f"film inertia per area times omega: {inertia:.1f} kg/(m^2 s)")
print(f"plane-wave air load, two faces: {plane_load:.1f} kg/(m^2 s)")
print(f"air load / film inertia: {air_ratio:.3f}")
print(f"acoustic wave number times radius: {wave_number:.3f}")
print(f"mode radiation resistance / plane-wave value: {radiation:.3f}")
print(f"low gas pressure: {low_pressure/const.torr:.3f} Torr")
print(f"molecular drag coefficient: {drag:.3e} kg/(m^2 s)")
print(f"gas-limited quality factor: {quality:.2e}")
print(f"rough molecular diameter: {molecule_diameter*1e9:.2f} nm")
print(f"mean free path at low pressure: {free_path*1e3:.0f} mm")
print("all good")
```

Printed output:

```
radius: 0.5 mm
tensile stress: 1.0 GPa
film density: 3100 kg/m^3
thickness: 100 nm
Young modulus: 250 GPa
Poisson ratio: 0.25
wave speed: 567.96 m/s
J0 series terms at 2.4: 1.000000 -1.440000 0.518400 -0.082944 0.007465 -0.000430 0.000017 -0.000001
J1 series terms at 2.4: 1.200000 -0.864000 0.207360 -0.024883 0.001792 -0.000086 0.000003 -0.000000
J0(2.4): 0.002508
J1(2.4): 0.520185
zero after one Newton step: 2.404821
first zero of J0: 2.404826
first positive zero of J1: 3.831706
fundamental frequency, formula: 434.763 kHz
fundamental frequency, 2D energy method: 434.763 kHz
next mode pair, formula: 692.726 kHz
next mode pair, 2D energy method: 692.726, 692.726 kHz
one-term Rayleigh bound: 442.838 kHz
Rayleigh excess: 1.86 %
bending edge width: 471.4 nm
bending relative shift: 0.0943 %
bending frequency shift: +0.410 kHz
expansion mismatch: 1.0e-06 per K
temperature change: 10 K
biaxial modulus: 333.3 GPa
thermal stress change, size: 0.00333 GPa
thermal relative shift, size: 0.1667 %
thermal frequency shift, size: 0.725 kHz
centre amplitude: 100 nm
amplitude shape ratio: 1.7120
amplitude relative shift, upper estimate: 3.42e-04 %
amplitude frequency shift, upper estimate: 1.49e-03 kHz
gas temperature: 300 K
air molar mass: 28.97 g/mol
atmospheric pressure: 760 Torr
air density: 1.177 kg/m^3
sound speed in air: 347.2 m/s
film inertia per area times omega: 846.8 kg/(m^2 s)
plane-wave air load, two faces: 817.2 kg/(m^2 s)
air load / film inertia: 0.965
acoustic wave number times radius: 3.934
mode radiation resistance / plane-wave value: 1.288
low gas pressure: 0.001 Torr
molecular drag coefficient: 1.450e-03 kg/(m^2 s)
gas-limited quality factor: 5.84e+05
rough molecular diameter: 0.37 nm
mean free path at low pressure: 51 mm
all good
```
